# Atomic polar tensors, trace charges and infrared intensity of hydrogen fluoride: a program that tests the result

```python
"""Atomic polar tensors Z[A,i,j] = d(dipole_i)/d(R_Aj), in units of e.

Results under test:
  sum over atoms A of Z[A] = (total charge) * unit matrix;
  Z[A,i,j] also follows from the density response to a uniform field;
  neutral diatomic: sideways charge = dipole/r, axial charge = d(dipole)/dr;
  infrared intensity = N_A p^2 / (12 eps0 c^2), p = d(dipole)/d(normal coordinate).
Symbols: D density matrix, F Kohn-Sham matrix, S overlap, W energy-weighted
density matrix, r bond length. Electronic quantities are in Hartree atomic units.
Level: local density approximation (Slater exchange, VWN correlation).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, dft, lib

lib.num_threads(1)


def build(system, coords):
    symbols, basis, charge = system
    atoms = [(s, tuple(float(v) for v in x)) for s, x in zip(symbols, coords)]
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis, charge=charge, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 3
    mf.small_rho_cutoff = 0     # keep every grid point, so energies are smooth
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 80
    return mf


def converge(system, coords, start=None):
    mf = build(system, coords)
    mf.kernel(dm0=start)
    assert mf.converged
    return mf


def dipole(mf):
    mol = mf.mol
    density = np.asarray(mf.make_rdm1())
    electrons = np.einsum("xij,ji->x", mol.intor("int1e_r"), density)
    return mol.atom_charges() @ mol.atom_coords() - electrons


def conjugate_gradient(apply_matrix, rhs):
    x = np.zeros_like(rhs)
    residual = rhs.copy()
    direction = residual.copy()
    norm2 = residual @ residual
    target = 1e-18 * max(norm2, 1e-12)
    for _ in range(80):
        if norm2 <= target:
            return x
        image = apply_matrix(direction)
        step = norm2 / (direction @ image)
        x += step * direction
        residual -= step * image
        new_norm2 = residual @ residual
        direction = residual + (new_norm2 / norm2) * direction
        norm2 = new_norm2
    raise AssertionError("linear response did not converge")


def field_response_tensors(system, coords, mf):
    """Polar tensors of all atoms from three field responses."""
    D = np.asarray(mf.make_rdm1())
    F = np.asarray(mf.get_hcore()) + np.asarray(mf.get_veff(mf.mol, D))
    position = mf.mol.intor("int1e_r")
    occupied = mf.mo_coeff[:, mf.mo_occ > 0]
    empty = mf.mo_coeff[:, mf.mo_occ == 0]
    gap = mf.mo_energy[mf.mo_occ == 0][:, None] - mf.mo_energy[mf.mo_occ > 0]
    root_gap = np.sqrt(gap)
    induced = mf.gen_response(hermi=1)

    def density_change(U):
        half = 2 * empty @ U @ occupied.T
        return half + half.T

    def scaled_matrix(y):
        U = y.reshape(gap.shape) / root_gap
        potential = np.asarray(induced(density_change(U)))
        return y + (empty.T @ potential @ occupied / root_gap).ravel()

    D_field, W_field = [], []
    for i in range(3):
        rhs = -(empty.T @ position[i] @ occupied / root_gap).ravel()
        U = conjugate_gradient(scaled_matrix, rhs).reshape(gap.shape) / root_gap
        D1 = density_change(U)
        F1 = position[i] + np.asarray(induced(D1))
        D_field.append(D1)
        W_field.append(0.5 * (D1 @ F @ D + D @ F1 @ D + D @ F @ D1))

    def matrices(shifted):
        other = build(system, shifted)
        fock = np.asarray(other.get_hcore())
        fock = fock + np.asarray(other.get_veff(other.mol, D))
        return fock, other.get_ovlp(), other.mol.intor("int1e_r")

    h = 0.002   # step for integrals at fixed D; no self-consistency noise
    tensors = np.zeros((len(coords), 3, 3))
    for A, nuclear_charge in enumerate(mf.mol.atom_charges()):
        for j in range(3):
            shift = np.zeros_like(coords)
            shift[A, j] = h
            plus, minus = matrices(coords + shift), matrices(coords - shift)
            dF, dS, dr = [(a - b) / (2 * h) for a, b in zip(plus, minus)]
            for i in range(3):
                tensors[A, i, j] = (nuclear_charge * (i == j)
                                    - np.sum(D * dr[i])
                                    - np.sum(D_field[i] * dF)
                                    + np.sum(W_field[i] * dS))
    return tensors


def diatomic(r):
    return np.array([[0.0, 0.0, 0.0], [0.0, 0.0, r]])


# Bond length and force constant of hydrogen fluoride from five energies
HF = (("F", "H"), "aug-cc-pvdz", 0)
r_guess = 1.76
offsets = 0.04 * np.arange(-2, 3)
energies, start = [], None
for offset in offsets:
    mf = converge(HF, diatomic(r_guess + offset), start)
    start = np.asarray(mf.make_rdm1())
    energies.append(mf.e_tot)
curve = np.poly1d(np.polyfit(offsets, np.array(energies) - energies[2], 4))
roots = curve.deriv().roots
roots = roots[np.abs(roots.imag) < 1e-9].real
x_min = roots[np.argmin(np.abs(roots))]
assert abs(x_min) < 0.08
r_eq = r_guess + x_min
k_bond = curve.deriv(2)(x_min)
assert k_bond > 0

coords = diatomic(r_eq)
reference = converge(HF, coords, start)
start = np.asarray(reference.make_rdm1())
mu = dipole(reference)


def bond_gradient(mf):
    gradient = mf.nuc_grad_method()
    gradient.grid_response = True
    g = gradient.kernel()
    return 0.5 * (g[1, 2] - g[0, 2])


force_at_minimum = bond_gradient(reference)
assert abs(force_at_minimum) < 2e-4

# Tensors from the definition: dipoles of displaced, reconverged molecules
h = 0.01
Z_def = np.zeros((2, 3, 3))
for A in range(2):
    for j in range(3):
        shift = np.zeros_like(coords)
        shift[A, j] = h
        up = dipole(converge(HF, coords + shift, start))
        down = dipole(converge(HF, coords - shift, start))
        Z_def[A, :, j] = (up - down) / (2 * h)
Z_resp = field_response_tensors(HF, coords, reference)
road_difference = np.max(np.abs(Z_def - Z_resp))
# tolerance: second-order error of the finite displacement
assert road_difference < 2e-4
sum_def = Z_def.sum(axis=0)
sum_resp = Z_resp.sum(axis=0)
assert np.max(np.abs(sum_def)) < 2e-4
assert np.max(np.abs(sum_resp)) < 2e-4

Z_F, Z_H = Z_def
static_charge = mu[2] / r_eq
# tolerance: the integration grid does not rotate with the molecule
assert abs(Z_H[0, 0] - static_charge) < 1e-3
assert abs(Z_H[1, 1] - static_charge) < 1e-3
q_F, q_H = np.trace(Z_F) / 3, np.trace(Z_H) / 3

# Stretching mode: centre of mass at rest
m_F, m_H = reference.mol.atom_mass_list(isotope_avg=True)
m_red = m_F * m_H / (m_F + m_H)
mode = np.array([[0, 0, -m_red / m_F], [0, 0, m_red / m_H]])
stretched = converge(HF, coords + h * mode, start)
squeezed = converge(HF, coords - h * mode, start)
slope = (dipole(stretched)[2] - dipole(squeezed)[2]) / (2 * h)
p_mode = np.einsum("aij,aj->i", Z_resp, mode)[2] / np.sqrt(m_red)
assert abs(p_mode - slope / np.sqrt(m_red)) < 2e-4
k_forces = (bond_gradient(stretched) - bond_gradient(squeezed)) / (2 * h)
assert abs(k_forces / k_bond - 1) < 0.01

ratio_up = dipole(stretched)[2] / (r_eq + h)
ratio_down = dipole(squeezed)[2] / (r_eq - h)
# a neutral molecule's dipole does not depend on the origin
flow_charge = r_eq * (ratio_up - ratio_down) / (2 * h)
assert abs(q_H - (static_charge + flow_charge / 3)) < 1e-3

# Frequency and intensity in SI units
bohr = const.value("Bohr radius")
hartree = const.value("Hartree energy")
omega = np.sqrt(k_bond * hartree / bohr**2 / (m_red * const.atomic_mass))
wavenumber = omega / (2 * np.pi * const.c) / 100


def intensity(p):
    """km/mol, for p in e per square root of atomic mass unit."""
    p_si = p * const.e / np.sqrt(const.atomic_mass)
    return const.N_A * p_si**2 / (12 * const.epsilon_0 * const.c**2) / 1000


def intensity_from_spectrum(p, damping_ratio):
    """Integrate absorbed power / incident flux of a driven oscillator."""
    p_si = p * const.e / np.sqrt(const.atomic_mass)
    cosines, weights = np.polynomial.legendre.leggauss(4)
    flux = 0.5 * const.epsilon_0 * const.c      # field amplitude 1 V/m

    def integrand(x):
        w = x * omega
        drive = p_si * cosines
        amplitude = drive / (omega**2 - w**2 - 1j * damping_ratio * omega * w)
        power = 0.5 * np.real(drive * (-1j * w * amplitude))
        mean_power = 0.5 * np.sum(weights * power)
        per_x = omega / (2 * np.pi * const.c)
        return const.N_A * mean_power / flux * per_x / 1000

    near = quad(integrand, 0, 2, points=[1.0], limit=400)[0]
    return near + quad(integrand, 2, np.inf, limit=400)[0]


A_HF = intensity(p_mode)
A_narrow = intensity_from_spectrum(p_mode, 0.02)
A_broad = intensity_from_spectrum(p_mode, 0.2)
assert abs(A_narrow / A_HF - 1) < 1e-5
assert abs(A_broad / A_HF - 1) < 1e-5
A_trace = intensity(q_H / np.sqrt(m_red))

# Controls: a homonuclear molecule and a charged one
F2 = (("F", "F"), "6-31g*", 0)
r_F2 = 2.67
xyz_F2 = np.array([[0, 0, -r_F2 / 2], [0, 0, r_F2 / 2]])
Z_F2 = field_response_tensors(F2, xyz_F2, converge(F2, xyz_F2))
assert np.max(np.abs(Z_F2)) < 2e-4

NO = (("N", "O"), "6-31g*", 1)
r_NO = 2.01
xyz_NO = diatomic(r_NO)
Z_NO = field_response_tensors(NO, xyz_NO, converge(NO, xyz_NO))
sum_NO = Z_NO.sum(axis=0)
assert np.max(np.abs(sum_NO - np.eye(3))) < 2e-4
assert np.max(np.abs(Z_NO[0] - Z_NO[1])) > 0.01


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Hydrogen fluoride, LDA (Slater+VWN), aug-cc-pVDZ")
show("bond length r", r_eq, "bohr")
show("dipole moment", mu[2], "e bohr")
show("displacement step", h, "bohr", 3)
for name, Z in (("F", Z_F), ("H", Z_H)):
    for i, axis in enumerate("xyz"):
        show(f"Z_{name},{axis}{axis} from displaced dipoles", Z[i, i], "e")
for i, axis in enumerate("xyz"):
    show(f"Z_H,{axis}{axis} from field response", Z_resp[1, i, i], "e")
print(f"largest difference of the two roads: {road_difference:.1e} e")
print(f"largest element of sum, displaced: {np.max(np.abs(sum_def)):.1e} e")
print(f"largest element of sum, response: {np.max(np.abs(sum_resp)):.1e} e")
show("trace charge of F", q_F, "e")
show("trace charge of H", q_H, "e")
show("static charge dipole/r", static_charge, "e")
show("charge-flow term r d(dipole/r)/dr", flow_charge, "e")
show("dipole slope from direct stretch", slope, "e")
show("mass of F", m_F, "u")
show("mass of H", m_H, "u")
show("reduced mass", m_red, "u")
show("force constant from energies", k_bond, "hartree/bohr^2")
show("force constant from forces", k_forces, "hartree/bohr^2")
show("harmonic wavenumber", wavenumber, "cm^-1", 0)
show("mode dipole derivative p", p_mode, "e/sqrt(u)")
show("intensity for p = 1 e/sqrt(u)", intensity(1.0), "km/mol", 2)
show("infrared intensity", A_HF, "km/mol", 1)
show("intensity from spectrum, damping 0.02", A_narrow, "km/mol", 1)
show("intensity from spectrum, damping 0.20", A_broad, "km/mol", 1)
show("intensity if rigid trace charge", A_trace, "km/mol", 1)
print("Controls, LDA (Slater+VWN), 6-31G*")
show("F2 chosen bond length", r_F2, "bohr", 2)
print(f"F2 largest tensor element: {np.max(np.abs(Z_F2)):.1e} e")
show("NO+ chosen bond length", r_NO, "bohr", 2)
for name, Z in (("N", Z_NO[0]), ("O", Z_NO[1]), ("sum", sum_NO)):
    show(f"NO+ {name}, xx", Z[0, 0], "e")
    show(f"NO+ {name}, zz", Z[2, 2], "e")
print("finished without a failed check")
```

Running it gives:

```
Hydrogen fluoride, LDA (Slater+VWN), aug-cc-pVDZ
bond length r: 1.7682 bohr
dipole moment: 0.7120 e bohr
displacement step: 0.010 bohr
Z_F,xx from displaced dipoles: -0.4027 e
Z_F,yy from displaced dipoles: -0.4027 e
Z_F,zz from displaced dipoles: -0.3353 e
Z_H,xx from displaced dipoles: 0.4027 e
Z_H,yy from displaced dipoles: 0.4027 e
Z_H,zz from displaced dipoles: 0.3353 e
Z_H,xx from field response: 0.4027 e
Z_H,yy from field response: 0.4027 e
Z_H,zz from field response: 0.3353 e
largest difference of the two roads: 5.6e-06 e
largest element of sum, displaced: 1.4e-12 e
largest element of sum, response: 9.5e-07 e
trace charge of F: -0.3802 e
trace charge of H: 0.3802 e
static charge dipole/r: 0.4027 e
charge-flow term r d(dipole/r)/dr: -0.0674 e
dipole slope from direct stretch: 0.3353 e
mass of F: 18.9984 u
mass of H: 1.0080 u
reduced mass: 0.9572 u
force constant from energies: 0.5663 hartree/bohr^2
force constant from forces: 0.5665 hartree/bohr^2
harmonic wavenumber: 3954 cm^-1
mode dipole derivative p: 0.3427 e/sqrt(u)
intensity for p = 1 e/sqrt(u): 974.88 km/mol
infrared intensity: 114.5 km/mol
intensity from spectrum, damping 0.02: 114.5 km/mol
intensity from spectrum, damping 0.20: 114.5 km/mol
intensity if rigid trace charge: 147.3 km/mol
Controls, LDA (Slater+VWN), 6-31G*
F2 chosen bond length: 2.67 bohr
F2 largest tensor element: 2.5e-07 e
NO+ chosen bond length: 2.01 bohr
NO+ N, xx: 0.5343 e
NO+ N, zz: 0.8973 e
NO+ O, xx: 0.4657 e
NO+ O, zz: 0.1027 e
NO+ sum, xx: 1.0000 e
NO+ sum, zz: 1.0000 e
finished without a failed check
```
